\section*{Born effective charges as mixed derivatives, and their neutrality sum rule}

\section{Why the nuclear charge is the wrong charge}

Place a crystal in a uniform field and ask which way an ion is pushed. If the force is computed from the charge of the bare ion, the answer can be wrong in size and in sign. In the model crystal treated below, an ion of charge $+e$ is pushed \emph{against} the field, with the force of a charge $-2.24\,e$, because the field also deforms the electron cloud that pulls on the ion. A second error is possible when effective charges are assigned atom by atom. If they do not add up to zero, a uniform field exerts a net force on a neutral crystal, and the crystal accelerates as a whole.

Both errors are removed by one object, the Born effective charge. It can be found by moving an atom and recording the dipole, or by applying a field and recording the force.

\section{The electric enthalpy and its first derivatives}

Let $R_{s\alpha}$ be the position of nucleus $s$ along axis $\alpha$, $\mathcal E_\beta$ a uniform electric field, and $e>0$ the elementary charge. For a molecule, $p_\beta$ is the total dipole of nuclei and electrons. For a crystal, $p_\beta$ is the cell volume $\Omega$ times the polarization, $R_{s\alpha}$ moves the whole sublattice $s$, energies and forces are per cell, the cell is fixed, and $\mathcal E$ is the macroscopic field inside the material.

Describe the electronic state by independent real parameters $c_j$, chosen so that normalization holds for every $c$. With internal energy $U$, define
\begin{equation}
G(c;R,\mathcal E)=U(c,R)-\sum_\beta \mathcal E_\beta\,p_\beta(c,R).
\label{eq:G}
\end{equation}
The state actually taken, $c^*(R,\mathcal E)$, makes $G$ stationary, and the electric enthalpy is the stationary value:
\begin{equation}
\frac{\partial G}{\partial c_j}\Big|_{c^*}=0,\qquad
\mathcal F(R,\mathcal E)=G(c^*;R,\mathcal E).
\label{eq:stat}
\end{equation}
In unlimited space a uniform field can in principle pull electrons away, so $c^*$ is then the polarized state that grows out of the zero-field state in perturbation theory. All derivatives that define the charge are taken at zero field.

By the chain rule,
\begin{equation}
\frac{\partial\mathcal F}{\partial\mathcal E_\beta}
=\frac{\partial G}{\partial\mathcal E_\beta}
+\sum_j\frac{\partial G}{\partial c_j}\frac{\partial c_j^*}{\partial\mathcal E_\beta}
=-p_\beta ,
\label{eq:dipole}
\end{equation}
since the sum vanishes by \eqref{eq:stat}. The force is defined by
\begin{equation}
F_{s\alpha}=-\frac{\partial\mathcal F}{\partial R_{s\alpha}}
=-\frac{\partial G}{\partial R_{s\alpha}}\Big|_{c^*}.
\label{eq:force}
\end{equation}
If the basis functions are attached to the atoms, the derivative at fixed $c$ includes their motion. Leaving that part out would give a quantity that is not the derivative of $\mathcal F$, and the argument below would not apply to it.

\section{One mixed derivative, two experiments}

Equations \eqref{eq:dipole} and \eqref{eq:force} combine into
\begin{equation}
d\mathcal F=-\sum_{s\alpha}F_{s\alpha}\,dR_{s\alpha}-\sum_\beta p_\beta\,d\mathcal E_\beta .
\label{eq:dF}
\end{equation}
When $\mathcal F$ is twice continuously differentiable, the order of differentiation does not matter, and therefore
\begin{equation}
eZ^*_{s,\beta\alpha}\equiv
\frac{\partial p_\beta}{\partial R_{s\alpha}}\Big|_{\mathcal E}
=\frac{\partial F_{s\alpha}}{\partial\mathcal E_\beta}\Big|_{R}
=-\frac{\partial^2\mathcal F}{\partial\mathcal E_\beta\,\partial R_{s\alpha}} .
\label{eq:born}
\end{equation}
The first index belongs to the field or dipole, the second to the displacement or force. This identity does not require $Z^*_{s,yz}=Z^*_{s,zy}$: these are derivatives with respect to different pairs of variables, although the symmetry of the site can force them to be equal. Nor need the nuclei be at equilibrium, because a force already present at zero field drops out of $\partial F/\partial\mathcal E$.

The electronic response shows how the two experiments come to agree. Let $K_{ij}=\partial^2G/\partial c_i\partial c_j$, a symmetric matrix, and write subscripts $c$ and $R$ for derivatives. Differentiating \eqref{eq:stat} along the stationary state gives
\begin{equation}
K\frac{\partial c^*}{\partial R}=-G_{cR},\qquad
K\frac{\partial c^*}{\partial\mathcal E_\beta}=p_{\beta,c},
\label{eq:resp}
\end{equation}
where the second right-hand side is $-\partial^2G/\partial c\,\partial\mathcal E_\beta$ from \eqref{eq:G}. At zero field the two derivatives are
\begin{align}
\frac{dp_\beta}{dR}&=p_{\beta,R}+p_{\beta,c}^{T}\frac{\partial c^*}{\partial R}
=p_{\beta,R}-p_{\beta,c}^{T}K^{-1}G_{cR},\label{eq:one}\\
\frac{dF}{d\mathcal E_\beta}&=p_{\beta,R}-G_{cR}^{T}\frac{\partial c^*}{\partial\mathcal E_\beta}
=p_{\beta,R}-G_{cR}^{T}K^{-1}p_{\beta,c}.\label{eq:two}
\end{align}
They are equal because $K^{-1}$ is symmetric. In \eqref{eq:one} the displacement disturbs the electrons and the dipole reads the disturbance; in \eqref{eq:two} the roles are exchanged.

\subsection{Excited states and crossings}

Only stationarity and an invertible $K$ were used, so \eqref{eq:born} also holds for an isolated excited state described by a stationary energy. It can fail where $K$ becomes singular, for instance when the displacement and the field both couple to the direction in which $K$ vanishes. A two-state model shows how. Let a displacement $u$ and a field $\mathcal E$ enter through $D=\kappa u-\mu\mathcal E$, with
\begin{equation}
H=\begin{pmatrix}D/2&t\\ t&-D/2\end{pmatrix},\qquad
\mathcal F=-\tfrac12\sqrt{D^2+4t^2}
\label{eq:two-state}
\end{equation}
for the lower state. The diagonal states carry dipoles $\pm\mu/2$. Since $\partial D/\partial u=\kappa$ and $\partial D/\partial\mathcal E=-\mu$,
\begin{equation}
eZ^*=-\frac{\partial^2\mathcal F}{\partial\mathcal E\,\partial u}
=\kappa\mu\frac{d^2\mathcal F}{dD^2}
=-\frac{2\kappa\mu t^2}{(D^2+4t^2)^{3/2}} .
\label{eq:cross}
\end{equation}
At $D=0$ this is $-\kappa\mu/(4|t|)$. It grows without limit as the coupling vanishes, while the dipole transferred across the whole region stays finite, of magnitude $|\mu|$. At a true crossing, $t=0$, the dipole jumps and the charge at that point is undefined. The upper state has the opposite sign of $\mathcal F$ and hence the opposite charge.

\section{Explicit form in a crystal}

The polarization of a crystal is defined modulo a quantum: $p$ may be changed by $e$ times a lattice vector without physical effect. At fixed cell this quantum is constant, so it drops out of derivatives along a continuous path on which the gap stays open. A metal has no such polarization, and \eqref{eq:born} in this form does not apply to it.

Consider independent electrons in one dimension with lattice constant $a$, one band $v$ filled by two electrons per cell, and ions of charge $Z_se$ at $\tau_s$. Write Bloch functions as $e^{ikx}u_k(x)$, with $u_k$ normalized in the cell and $u_{k+2\pi/a}=e^{-2\pi ix/a}u_k$. The Wannier function is $w=(a/2\pi)\int e^{ikx}u_k\,dk$ over the Brillouin zone. Using $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts, with no boundary term because the Bloch function is periodic in $k$, gives $xw=(a/2\pi)\int e^{ikx}\,i\partial_ku_k\,dk$. Hence
\begin{equation}
p=e\Big[\sum_sZ_s\tau_s-2\bar x\Big],\qquad
\bar x=\frac{a}{2\pi}\int i\langle u_k|\partial_ku_k\rangle\,dk .
\label{eq:berry}
\end{equation}

\subsection{Moving a sublattice}

Let $\partial_\tau$ be the derivative with respect to $\tau_s$. The product rule gives
\begin{equation}
\partial_\tau\big(i\langle u|\partial_ku\rangle\big)
=i\langle\partial_\tau u|\partial_ku\rangle-i\langle\partial_ku|\partial_\tau u\rangle
+\partial_k\big(i\langle u|\partial_\tau u\rangle\big).
\label{eq:curv}
\end{equation}
The last term integrates to zero over the zone. The first two are complex conjugates, so their sum is $2\,\mathrm{Re}\,i\langle\partial_\tau u|\partial_ku\rangle$. Insert a complete set of cell-periodic states. The $v$ term drops out, since $\langle\partial_\tau v|v\rangle$ and $\langle v|\partial_kv\rangle$ are both imaginary. For the empty bands $c$, differentiating $H_k|v\rangle=\varepsilon_v|v\rangle$ and projecting on $c$ gives
\begin{equation}
\langle c|\partial_\lambda v\rangle=\frac{(\partial_\lambda H)_{cv}}{\varepsilon_v-\varepsilon_c},
\qquad \lambda=k,\tau .
\label{eq:pert}
\end{equation}
With $X_{cv}=i\langle c|\partial_kv\rangle=i(\partial_kH)_{cv}/(\varepsilon_v-\varepsilon_c)$ and $\langle\cdots\rangle_k$ the zone average, \eqref{eq:berry} yields
\begin{equation}
Z_s^*=Z_s-2\Big\langle2\,\mathrm{Re}\sum_c
\frac{(\partial_{\tau_s}H)_{vc}\,X_{cv}}{\varepsilon_v-\varepsilon_c}\Big\rangle_k .
\label{eq:zresp}
\end{equation}

\subsection{Applying a field}

An electron has charge $-e$, so the field adds $+e\mathcal Ex$ to its Hamiltonian. On a packet of Bloch functions, $x$ has two parts. One differentiates the amplitude in $k$ and stays in the band; in a filled band this leaves the occupied space unchanged. The other, $i\partial_k$ acting on $u_k$, couples to empty bands with element $X_{cv}$. To first order,
\begin{equation}
|\delta u\rangle=e\mathcal E\sum_c|c\rangle\frac{X_{cv}}{\varepsilon_v-\varepsilon_c}.
\label{eq:du}
\end{equation}
The field-induced force on sublattice $s$ is the direct force on the ion minus the change in the expectation of $\partial_{\tau_s}H$ for two electrons:
\begin{equation}
\delta F_s=Z_se\mathcal E-2\big\langle2\,\mathrm{Re}\,\langle v|\partial_{\tau_s}H|\delta u\rangle\big\rangle_k .
\label{eq:fs}
\end{equation}
Substituting \eqref{eq:du} and dividing by $e\mathcal E$ reproduces \eqref{eq:zresp}. At each $k$ the summand has the squared energy difference in its denominator, one factor being inside $X_{cv}$, which allows large charges when the gap is small. The zone average need not grow as the inverse square of the gap, because the difference may be small only in a narrow part of the zone.

\section{The neutrality sum rule}

Translate all nuclei by $\mathbf t$ and carry the electronic state along. If every source of potential is among the nuclei, $U$ is unchanged, while the dipole of a system of total charge $Q$ changes by $Q\mathbf t$. The translation maps stationary states to stationary states, so
\begin{equation}
\mathcal F(R+\mathbf t,\mathcal E)=\mathcal F(R,\mathcal E)-Q\,\mathcal E\cdot\mathbf t .
\label{eq:trans}
\end{equation}
Differentiate with respect to $t_\alpha$ at $\mathbf t=0$. The left side gives $\sum_s\partial\mathcal F/\partial R_{s\alpha}=-\sum_sF_{s\alpha}$, so
\begin{equation}
\sum_sF_{s\alpha}=Q\,\mathcal E_\alpha .
\label{eq:net}
\end{equation}
Differentiating with respect to $\mathcal E_\beta$ and using \eqref{eq:born},
\begin{equation}
\sum_sZ^*_{s,\beta\alpha}=\frac Qe\,\delta_{\beta\alpha}.
\label{eq:sum}
\end{equation}
For a neutral molecule the right side is zero. It is zero for a crystal too, where a periodic electrostatic potential requires a neutral cell. Equation \eqref{eq:net} states the content mechanically: internal forces cancel, and only the net charge feels a uniform field.

\subsection{A second proof in the model crystal}

In the one-dimensional model the rule can be read from \eqref{eq:zresp}. Each well depends on $x-\tau_s$, so $\sum_s\partial_{\tau_s}H=-\partial_xV$. With $\hat p=-i\hbar\partial_x$ this equals $-(i/\hbar)[\hat p,H_k]$, and
\begin{equation}
\Big(\sum_s\partial_{\tau_s}H\Big)_{vc}=\frac i\hbar\,p_{vc}\,(\varepsilon_v-\varepsilon_c).
\label{eq:comm}
\end{equation}
Here $p_{vc}$ is a momentum matrix element. Since $\partial_kH=\hbar(\hat p+\hbar k)/m$, we also have $X_{cv}=i\hbar p_{cv}/[m(\varepsilon_v-\varepsilon_c)]$. The bracket in \eqref{eq:zresp}, summed over $s$, is then
\begin{equation}
\sum_c\frac{2|p_{cv}|^2}{m(\varepsilon_c-\varepsilon_v)}
=1-\frac m{\hbar^2}\frac{\partial^2\varepsilon_v}{\partial k^2}.
\label{eq:fsum}
\end{equation}
The equality is second-order perturbation theory in $k$, which gives $\partial_k^2\varepsilon_v=\hbar^2/m-(2\hbar^2/m^2)\sum_c|p_{cv}|^2/(\varepsilon_c-\varepsilon_v)$. The average of $\partial_k^2\varepsilon_v$ over the full zone vanishes because $\partial_k\varepsilon_v$ is periodic. Thus $\sum_sZ_s^*=\sum_sZ_s-2$, which is zero for a neutral cell. The filled band is essential to this step.

\subsection{Frozen environments and other electrical conditions}

Suppose that some sources of potential, labelled $b$, are held fixed: a substrate, or an embedding potential. Translating the mobile atoms alone changes $U$, so \eqref{eq:trans} fails for them. The complete sum still holds, and for a neutral total
\begin{equation}
\sum_{s\neq b}Z_s^*=-Z_b^* .
\label{eq:env}
\end{equation}
The missing force acts on the environment. It can be nonzero even if the environment has no bare charge, because polarized electrons pull on it.

The field held fixed in \eqref{eq:born} is the macroscopic one. Suppose instead that the displacement field $\epsilon_0\mathcal E+P$ is fixed, with all vectors along a principal axis of the electronic susceptibility $\chi$. Moving a sublattice by $du$ gives $dP=eZ^*du/\Omega+\epsilon_0\chi\,d\mathcal E$ with $d\mathcal E=-dP/\epsilon_0$, hence
\begin{equation}
\Omega\,\frac{dP}{du}=\frac{eZ^*}{1+\chi}.
\label{eq:long}
\end{equation}
The induced dipole is reduced by the electronic dielectric constant $1+\chi$. The common factor leaves the neutrality rule intact.

\section{Molecules: water and the hydroxide ion}

The first example is water in restricted Hartree--Fock theory with the 6-31+G* basis, at a chosen bond length of $0.96$~\AA\ and angle of $104.5^\circ$. The molecule lies in the $yz$ plane with $z$ along its twofold axis. Electron correlation, nuclear motion and the incompleteness of the basis are left out, so the values belong to this level of theory. The identities hold within it, because its energy is stationary, the basis functions move with the atoms, and the force is the full derivative of the energy.

For the hydrogen at $y>0$, the dipoles of displaced molecules give
\begin{equation}
\begin{pmatrix}Z^*_{yy}&Z^*_{yz}\\Z^*_{zy}&Z^*_{zz}\end{pmatrix}
=\begin{pmatrix}0.2922&-0.0937\\-0.0570&0.2446\end{pmatrix}.
\label{eq:water}
\end{equation}
The forces, found from energy differences in finite fields, agree with each entry to about $10^{-5}$. In this basis the off-diagonal entries differ clearly from each other, so the agreement also tests the order of the indices. The size of the difference depends strongly on the basis and should not be read as a property of water. Moving this hydrogen along $z$ changes the $y$ dipole by $-0.0937\,e$ per unit length; a field along $y$ pushes it along $z$ with the same charge.

The oxygen has diagonal charges $-0.8263$, $-0.5844$ and $-0.4891$ along $x$, $y$ and $z$. For the $y$ direction the sum over atoms is
\begin{equation}
-0.5844+2(0.2922)=0.0000 .
\label{eq:wsum}
\end{equation}
Over all nine components of the summed tensor, the largest magnitude is $1.9\times10^{-6}$. The charge of one atom depends strongly on direction, so no single number per atom could replace the tensor.

The hydroxide ion, with a chosen bond of $0.97$~\AA\ along $z$, tests the case $Q=-e$. Its dipole depends on the origin, but moving the origin adds a constant that drops out of the derivative. Across and along the bond,
\begin{equation}
-1.3110+0.3110=-1.0000,\qquad -0.6372-0.3628=-1.0000 ,
\label{eq:oh}
\end{equation}
with oxygen first. The hydrogen charge changes sign with direction: a field along the bond pushes this nucleus against the field, a field across the bond pushes it with the field.

\section{A crystal in which the sign is reversed}

The model crystal has $a=4.0$~\AA\ and two attractive Gaussian wells per cell, each of the form $-A\exp[-(x-\tau)^2/2\sigma^2]$ with depth $A$ and width $\sigma=0.5$~\AA. Well 1 is at $0$ with depth $14$~eV, well 2 at $1.8$~\AA\ with depth $8$~eV. Each carries ionic charge $+e$, and two independent electrons fill the lowest band. The band gap is $3.54$~eV.

The response formula \eqref{eq:zresp} gives
\begin{equation}
Z_1^*=1-3.2379=-2.2379,\qquad Z_2^*=1+1.2379=2.2379 .
\label{eq:model}
\end{equation}
Finite differences of the Berry phase \eqref{eq:berry} agree to about $10^{-5}$. A third calculation uses neither Bloch functions nor perturbation theory: an open chain of 21 cells is placed in a real field of $10^7$~V/m, and the force on the ions of the middle cell is found from the electron density. The ions need not be at equilibrium, so half the difference between the forces for the two directions of the field is taken; this removes any force present at zero field. Because the electrons are independent, they do not screen the field, and the applied field is the macroscopic one. The field-induced force on ion 1 is
\begin{equation}
-2.2379\,e\times10^7\ \mathrm{V/m}=-3.5855\ \mathrm{pN},
\label{eq:pn}
\end{equation}
and that on ion 2 is $+3.5855$~pN. The field-induced forces on the middle cell cancel to numerical accuracy, as \eqref{eq:sum} requires for a neutral cell.

The electronic parts show how the reversed sign arises. By \eqref{eq:berry} they equal $-2\,\partial\bar x/\partial\tau_s$, so
\begin{equation}
\frac{\partial\bar x}{\partial\tau_1}=\frac{3.2379}{2}=1.619,\qquad
\frac{\partial\bar x}{\partial\tau_2}=-\frac{1.2379}{2}=-0.619 .
\label{eq:centers}
\end{equation}
If the electron pair followed ion 1 rigidly, the first derivative would be $1$ and $Z_1^*$ would be $1-2=-1$. The reversed sign thus follows already from the pair sitting mainly on the deeper well. The excess beyond $-1$ arises because the centre of the pair moves farther than ion 1; it also moves opposite to a displacement of ion 2. The two derivatives add to $1$: when both ions move together, the electrons move with them.

Finally, a neutral well of depth $3$~eV and the same width is added at $3.0$~\AA\ as a frozen environment. The charges of the two ions become $-2.4970$ and $2.4433$, and their sum is
\begin{equation}
-2.4970+2.4433=-0.0537 .
\label{eq:frozen}
\end{equation}
The neutral well has $Z_b^*=+0.0537$, which restores the complete sum, in accord with \eqref{eq:env}. Spreading the deficit over the two ions to force their sum to zero would therefore falsify the forces on them.

\section*{Computed results}
\begin{verbatim}
Water: bond 0.96 angstrom, angle 104.5 degree, RHF/6-31+g*
Axes: molecule in yz plane, z is the twofold axis, H1 at y>0
Steps: displacement 0.005 bohr, field 0.001 atomic units
Water dipole z, from density: 0.91772 e bohr
Water dipole z, from energy in field: 0.91772 e bohr
H1 charges Z*[field or dipole axis, displacement or force axis], in e:
  yy: from dipole 0.29219, from force 0.29219
  yz: from dipole -0.09365, from force -0.09365
  zy: from dipole -0.05703, from force -0.05702
  zz: from dipole 0.24457, from force 0.24457
Water O Z* xx, yy, zz: -0.8263, -0.5844, -0.4891 e
Water H1 Z* xx, yy, zz: 0.4131, 0.2922, 0.2446 e
Water H2 Z* xx, yy, zz: 0.4131, 0.2922, 0.2446 e
Water: largest |component| of summed Z*: 1.9e-06 e
Hydroxide ion: bond 0.97 angstrom, charge -1 e
Hydroxide O Z* xx, zz: -1.3110, -0.6372 e
Hydroxide H Z* xx, zz: 0.3110, -0.3628 e
Hydroxide summed Z* xx, zz: -1.00000, -1.00000 e
Crystal: cell 4.0 angstrom, well width 0.5 angstrom
Crystal: positions [0.0, 1.8] angstrom, depths [14.0, 8.0] eV
Crystal: ionic charges [1.0, 1.0] e, 2 electrons per cell
Crystal: 400 k points, band gap 3.544 eV
Ion 1 Z*: Berry phase -2.23788, response -2.23789, chain force -2.23789 e
Ion 1 electronic part of Z*: -3.23789 e
Ion 2 Z*: Berry phase 2.23788, response 2.23789, chain force 2.23789 e
Ion 2 electronic part of Z*: 1.23789 e
Sums of Z*: Berry 9.7e-14, response -8.0e-15, chain 3.2e-09 e
Open chain: 21 cells, field 1.0e+07 V/m, level gap 3.556 eV
Chain: field-induced force on middle ion 1: -3.5855 pN
Chain: field-induced force on middle ion 2: 3.5855 pN
Environment: neutral well at 3.0 angstrom, depth 3.0 eV
Environment: band gap 3.448 eV
Environment: Z* of ions 1, 2: -2.49702, 2.44334 e
Environment: Z* of neutral well: 0.05368 e
Environment: sum over ions 1 and 2 only: -0.05368 e
Environment: sum over all three: -4.8e-15 e
\end{verbatim}
